# Full CI for minimal-basis H2 and its dissociation into atoms

## Question

I'm doing full CI for H\(_2\) with one 1s function on each atom. I'm supposed to reduce it to a 2×2 matrix and obtain the correlation energy

\[
E_{\rm corr}=\Delta-\sqrt{\Delta^2+K^2},
\]

then show that the molecule dissociates into two hydrogen atoms.

I have three problems. Two electrons in four spin orbitals give six determinants, so why is the matrix 2×2? What exactly is \(\Delta\): is it the orbital energy gap? And when I pull the atoms apart, \(\Delta\) seems to go to zero, which leaves \(E_{\rm corr}\to-K\). But \(K\) doesn't vanish. How can separated atoms, with one electron each, have a large correlation energy?

## Answer

The correlation energy here is measured from the energy of one doubly occupied bonding orbital. At large separation that reference is wrong by a finite amount, and \(-K\) is what repairs it.

### Why two determinants suffice

I use hartree atomic units and clamped nuclei a distance \(R\) apart. The Hamiltonian is

\[
H=h(1)+h(2)+\frac1{r_{12}}+\frac1R ,
\]

where \(h\) contains the kinetic energy and the attraction to both nuclei. Let \(a\) and \(b\) be the real, normalised atomic functions, with overlap \(S=\langle a|b\rangle\). Inversion symmetry fixes the molecular orbitals:

\[
\phi_1=\frac{a+b}{\sqrt{2(1+S)}},\qquad
\phi_2=\frac{a-b}{\sqrt{2(1-S)}} .
\]

Inversion leaves \(\phi_1\) unchanged (gerade) and reverses the sign of \(\phi_2\) (ungerade). Of the six determinants, four have one electron in each orbital and are therefore odd. The other two, \(|\phi_1\bar\phi_1\rangle\) and \(|\phi_2\bar\phi_2\rangle\), are even, because two sign changes cancel. Since \(H\) commutes with inversion, it cannot couple the even and odd sets. The CI state containing \(|\phi_1\bar\phi_1\rangle\) therefore has the form

\[
\Psi=C_1|\phi_1\bar\phi_1\rangle+C_2|\phi_2\bar\phi_2\rangle,
\qquad C_1^2+C_2^2=1 .
\]

Nothing has been truncated: this is full CI for that symmetry.

### The matrix elements

Write \(h_{ij}=\langle\phi_i|h|\phi_j\rangle\) and

\[
(ij|kl)=\iint \phi_i(1)\phi_j(1)\frac1{r_{12}}\phi_k(2)\phi_l(2)\,d\mathbf r_1d\mathbf r_2 ,
\]

with \(J_{ij}=(ii|jj)\) and \(K=(12|12)\).

Each even determinant is a spatial product \(\phi_i(1)\phi_i(2)\) times the same normalised singlet spin function, so only spatial integrals remain. The diagonal elements are

\[
E_1=2h_{11}+J_{11}+\frac1R,\qquad
E_2=2h_{22}+J_{22}+\frac1R .
\]

In the off-diagonal element, each one-electron term contains a factor \(\langle\phi_1|\phi_2\rangle=0\), and the constant \(1/R\) vanishes for the same reason. The electron repulsion gives

\[
\iint\phi_1(1)\phi_1(2)\frac1{r_{12}}\phi_2(1)\phi_2(2)\,d\mathbf r_1d\mathbf r_2=(12|12)=K .
\]

This is the Coulomb self-interaction of the distribution \(\phi_1\phi_2\), so \(K>0\).

Now define \(\Delta\) as half the difference between the two **determinant** energies:

\[
2\Delta=E_2-E_1=2h_{22}+J_{22}-2h_{11}-J_{11}.
\]

To compare it with the orbital gap, use the restricted Hartree–Fock orbital energies. An electron in \(\phi_1\) feels one other electron there. An electron placed in the empty \(\phi_2\) feels both electrons in \(\phi_1\), with exchange from the one of equal spin:

\[
\varepsilon_1=h_{11}+J_{11},\qquad
\varepsilon_2=h_{22}+2J_{12}-K .
\]

Substituting \(h_{11}=\varepsilon_1-J_{11}\) and \(h_{22}=\varepsilon_2-2J_{12}+K\) gives

\[
\begin{aligned}
2\Delta&=2\varepsilon_2-4J_{12}+2K+J_{22}-2\varepsilon_1+2J_{11}-J_{11}\\
&=2(\varepsilon_2-\varepsilon_1)+J_{11}+J_{22}-4J_{12}+2K .
\end{aligned}
\]

So \(\Delta\) is the orbital gap plus half of the remaining interaction terms.

### Solving the 2×2 problem

Measure energies from \(E_1\), writing the total energy as \(E_1+E\):

\[
\begin{pmatrix}0&K\\K&2\Delta\end{pmatrix}
\begin{pmatrix}C_1\\C_2\end{pmatrix}
=E\begin{pmatrix}C_1\\C_2\end{pmatrix}.
\]

A nonzero solution requires a zero determinant:

\[
(-E)(2\Delta-E)-K^2=0
\quad\Longrightarrow\quad
E^2-2\Delta E-K^2=0 .
\]

Completing the square gives \((E-\Delta)^2=\Delta^2+K^2\), hence \(E=\Delta\pm\sqrt{\Delta^2+K^2}\). The lower root is

\[
\boxed{E_{\rm corr}=\Delta-\sqrt{\Delta^2+K^2}}
\]

It is negative because the square root exceeds \(|\Delta|\). The first row of the matrix equation, \(KC_2=E_{\rm corr}C_1\), gives

\[
\frac{C_2}{C_1}=\frac{E_{\rm corr}}K<0 .
\]

If \(K\ll\Delta\), then \(\sqrt{\Delta^2+K^2}\approx\Delta+K^2/(2\Delta)\), so \(E_{\rm corr}\approx-K^2/(2\Delta)\). This second-order estimate diverges as \(\Delta\to0\), while the full expression stays finite.

### Numbers near the energy minimum

In the STO-3G basis at \(R=1.4\) bohr, the integrals in hartree are \(h_{11}=-1.25280\), \(h_{22}=-0.47560\), \(J_{11}=0.67459\), \(J_{22}=0.69750\), \(K=0.18126\) and \(1/R=0.71429\). The digits are kept so that the arithmetic can be followed; they do not reflect the accuracy of such a small basis.

\[
\begin{aligned}
E_1&=2(-1.25280)+0.67459+0.71429=-1.1167,\\
E_2&=2(-0.47560)+0.69750+0.71429=0.4606,\\
\Delta&=\tfrac12(0.4606+1.1167)=0.78865 .
\end{aligned}
\]

With the unrounded values,

\[
E_{\rm corr}=0.78865-0.80921=-0.0206\ \text{hartree}=-0.56\ \text{eV},
\]

and the total energy is \(-1.1167-0.0206=-1.1373\) hartree. The coefficients are \(C_1=0.994\) and \(C_2=-0.113\), so the doubly excited determinant has a weight of only 1.3%. The second-order estimate, \(-0.0208\) hartree, is close here because \(K/\Delta=0.23\). These values are far from the basis limit: in cc-pVQZ at the same distance the correlation energy is \(-0.0403\) hartree (\(-1.10\) eV), the total energy is \(-1.1738\) hartree, and the weight outside the reference determinant is 1.8%.

### Pulling the atoms apart

Let \(E_H\) be the energy of one hydrogen atom **in this basis**, and let \(U=(aa|aa)\) be the repulsion between two electrons in the same atomic function. At large \(R\), drop everything containing the product \(ab\). Then

\[
\phi_1^2\to\tfrac12(a^2+b^2),\qquad
\phi_2^2\to\tfrac12(a^2+b^2),\qquad
\phi_1\phi_2\to\tfrac12(a^2-b^2).
\]

Spherical charge clouds that do not overlap repel like point charges, so \((aa|bb)\to1/R\). Therefore

\[
J_{11},J_{22},J_{12}\to\tfrac14\left(U+U+\tfrac2R\right)=\tfrac12\left(U+\tfrac1R\right),
\]

\[
K\to\tfrac14\left(U+U-\tfrac2R\right)=\tfrac12\left(U-\tfrac1R\right).
\]

An electron on one atom has energy \(E_H\) from its kinetic energy and its own nucleus, and \(-1/R\) from the other nucleus. Thus \(h_{11},h_{22}\to E_H-1/R\). The two determinants become degenerate, so \(\Delta\to0\), as you found. The reference energy becomes

\[
\begin{aligned}
E_1&\to2\left(E_H-\tfrac1R\right)+\tfrac12\left(U+\tfrac1R\right)+\tfrac1R\\
&=2E_H+\tfrac12\left(U-\tfrac1R\right).
\end{aligned}
\]

This is too high by \(U/2\) at infinite separation. But

\[
E_{\rm corr}\to-K\to-\tfrac12\left(U-\tfrac1R\right),
\]

and the sum is

\[
\boxed{E_1+E_{\rm corr}\to2E_H}
\]

The \(1/R\) terms cancel too, as they should for two neutral spherical atoms. One s function per atom cannot describe the dispersion attraction of real atoms: at 10 bohr the binding is \(1\times10^{-8}\) hartree in STO-3G, against \(7\times10^{-6}\) hartree in aug-cc-pVDZ, where it falls roughly as \(R^{-6}\).

### What the wavefunction does

The energy alone does not show where the electrons are. Define orthonormal, atom-centred orbitals

\[
\tilde a=\frac{\phi_1+\phi_2}{\sqrt2},\qquad
\tilde b=\frac{\phi_1-\phi_2}{\sqrt2},
\]

which become \(a\) and \(b\) when \(S\to0\). Inverting these, \(\phi_1=(\tilde a+\tilde b)/\sqrt2\) and \(\phi_2=(\tilde a-\tilde b)/\sqrt2\). With electron 1 written first in each product, the spatial part of \(\Psi\) is

\[
C_1\phi_1\phi_1+C_2\phi_2\phi_2
=\frac{C_1+C_2}2(\tilde a\tilde a+\tilde b\tilde b)
+\frac{C_1-C_2}2(\tilde a\tilde b+\tilde b\tilde a).
\]

The first bracket is ionic: both electrons are in the same orbital, which means on the same atom once \(S\) is small. Its two terms have total weight

\[
w_{\rm ion}=2\left(\frac{C_1+C_2}2\right)^2=\frac{(C_1+C_2)^2}2=\frac{1+2C_1C_2}2 .
\]

To evaluate this, put \(s=\sqrt{\Delta^2+K^2}\) and \(E_{\rm corr}=\Delta-s\). Then

\[
E_{\rm corr}^2+K^2=\Delta^2-2\Delta s+s^2+K^2=2s^2-2\Delta s=-2sE_{\rm corr}.
\]

Normalisation and \(C_2/C_1=E_{\rm corr}/K\) give

\[
2C_1C_2=\frac{2KE_{\rm corr}}{K^2+E_{\rm corr}^2}=-\frac Ks,
\qquad
w_{\rm ion}=\frac12\left(1-\frac K{\sqrt{\Delta^2+K^2}}\right).
\]

For the single determinant, \(C_1=1\) and \(C_2=0\), so \(w_{\rm ion}=\tfrac12\) at every distance. In full CI, \(\Delta\to0\) makes \(C_2\to-C_1\) and \(w_{\rm ion}\to0\). What remains is \((\tilde a\tilde b+\tilde b\tilde a)/\sqrt2\): one electron on each atom, with the spins still coupled to a singlet.

The upper root shows where the other half of the determinant went. At large \(R\) it is \(E_1+K\to2E_H+U-1/R\), the energy of an ion pair H\(^-\)H\(^+\) described with the unrelaxed atomic function. The single determinant is an equal mixture of this state and the neutral one, so its energy lies halfway between them.

The STO-3G results show the change (\(R\) in bohr, energies in hartree):

| \(R\) | \(\Delta\) | \(K\) | \(E_1\) | full CI | \(w_{\rm ion}\) |
|---|---|---|---|---|---|
| 1.4 | 0.7886 | 0.1813 | −1.1167 | −1.1373 | 0.388 |
| 3 | 0.2268 | 0.2351 | −0.8853 | −0.9852 | 0.140 |
| 6 | 0.0161 | 0.3040 | −0.6451 | −0.9334 | 0.001 |
| 20 | 0.0000 | 0.3623 | −0.5709 | −0.9332 | 0.000 |

Where the atoms overlap, \(w_{\rm ion}\) depends on the choice of orbitals. At 1.4 bohr \(\tilde a=1.245\,a-0.468\,b\) is not confined to one atom, and Chirgwin–Coulson weights in the overlapping functions \(a,b\) give 0.216 instead of 0.388 (0.101 instead of 0.140 at 3 bohr). By 6 bohr both definitions give 0.001.

A separate one-atom calculation gives \(E_H=-0.4666\), so \(2E_H=-0.9332\) hartree, in agreement with the last full CI entry. It also gives \(U=0.7746\) hartree. The restricted determinant is therefore too high by \(U/2=0.3873\) hartree (10.5 eV) at infinity, and by \(0.3873-1/(2\times20)=0.3623\) hartree at 20 bohr. The size of this error depends on the basis: rescaling the 1s exponent from 1.24 to 1.0 gives \(U=0.625\) hartree and \(U/2=8.5\) eV, and in aug-cc-pVTZ the error at 20 bohr is 0.260 hartree. It also belongs to the doubly occupied orbital: a determinant with different orbitals for the two spins is within \(10^{-4}\) hartree of \(2E_H\) at 6 bohr. At 6 bohr the second-order estimate gives \(-2.87\) hartree, against the full CI value of \(-0.288\).

### Two limits on the claim

"Correct dissociation" means two atoms as this basis describes them. The exact nonrelativistic energy of two hydrogen atoms with fixed nuclei is \(-1\) hartree; the difference from \(-0.9332\) is a basis error that CI cannot remove.

Also, the 2×2 problem gives the lowest *even* state. The numerical check finds it to be the lowest of all six states at the distances examined from 1 to 6 bohr. As \(R\to\infty\), the odd triplet, with energy \(h_{11}+h_{22}+J_{12}-K+1/R\), also tends to \(2E_H\): the relative spin of two distant atoms no longer affects the energy.

## Numbers as computed

```
H2, STO-3G, worked distance R = 1.4 bohr
overlap S (no unit)                             0.659318
h11 (hartree)                                  -1.252797
h22 (hartree)                                  -0.475602
J11 (hartree)                                   0.674594
J22 (hartree)                                   0.697495
J12 (hartree)                                   0.663564
K (hartree)                                     0.181258
nuclear repulsion 1/R (hartree)                 0.714286
orbital energy eps1 (hartree)                  -0.578203
orbital energy eps2 (hartree)                   0.670268
E1, restricted determinant (hartree)           -1.116714
E2, doubly excited determinant (hartree)        0.460576
Delta (hartree)                                 0.788645
sqrt(Delta^2 + K^2) (hartree)                   0.809207
E_corr (hartree)                               -0.020562
E_corr (eV)                                    -0.559510
full CI energy, formula (hartree)              -1.137276
full CI energy, operator matrix (hartree)      -1.137276
coefficient C1 (no unit)                        0.993627
coefficient C2 (no unit)                       -0.112716
weight of double excitation C2^2 (no unit)      0.012705
ionic weight, full CI (no unit)                 0.388003
ionic weight, one determinant (no unit)         0.500000
K/Delta (no unit)                               0.229834
-K^2/(2 Delta) at 1.4 bohr (hartree)           -0.020830
-K^2/(2 Delta) at 6.0 bohr (hartree)           -2.866652
Table: R in bohr, energies in hartree, ionic weight without unit
   R      Delta         K        E1    E_corr  E_fullCI   ionic
 1.0   1.110765  0.170241 -1.065999 -0.012970 -1.078970 0.424252
 1.4   0.788645  0.181258 -1.116714 -0.020562 -1.137276 0.388003
 2.0   0.491575  0.200522 -1.049171 -0.039325 -1.088496 0.311149
 3.0   0.226787  0.235117 -0.885275 -0.099882 -0.985157 0.140129
 4.0   0.101028  0.265128 -0.761082 -0.182696 -0.943778 0.032772
 6.0   0.016121  0.304020 -0.645077 -0.288325 -0.933402 0.000701
10.0   0.000110  0.337303 -0.595971 -0.337193 -0.933164 0.000000
20.0   0.000000  0.362303 -0.570861 -0.362303 -0.933164 0.000000
Separated atoms, same basis
hydrogen atom E_H (hartree)                    -0.466582
two atoms 2 E_H (hartree)                      -0.933164
U (hartree)                                     0.774606
restricted limit 2 E_H + U/2 (hartree)         -0.545861
restricted error at infinity U/2 (hartree)      0.387303
restricted error at infinity U/2 (eV)          10.539051
restricted error at 20 bohr (hartree)           0.362303
full CI error at 20 bohr (hartree)              0.000000
upper root at 20 bohr (hartree)                -0.208558
full CI binding at 1.4 bohr (hartree)           0.204112
full CI binding at 1.4 bohr (eV)                5.554177
```
